# Well Asymmetry and the Relaxation Rate of a Two-State Dipole

## The problem

A polar group in a dielectric film can sit in either of two orientations, separated by an energy barrier. Its surroundings make one orientation lower in energy than the other. Let the two wells have energies \(+D/2\) and \(-D/2\) about their mean, so that \(D\) is the full energy difference, or asymmetry. The saddle between them lies at a height \(V\) above the mean well energy.

The group moves classically. It comes to thermal equilibrium inside a well before it leaves, and it escapes over a barrier of height \(B\) at the rate \(\nu e^{-B/kT}\). The attempt frequency \(\nu\) is the same for both wells. When \(D\) is changed, \(V\), \(\nu\) and the temperature are held fixed.

Take \(T=300\) K, \(V=0.40\) eV and \(\nu=10^{13}\ \mathrm{s^{-1}}\).

1. By what factor does an asymmetry \(D=0.10\) eV change the rate at which the populations of the two wells relax?
2. How does the answer change if the barrier is held fixed as seen from one of the wells, instead of from their mean?
3. What happens to the dielectric loss of a film that contains many such groups with randomly directed axes?

## A first estimate by scaling

The energy that matters is \(D/2\), the amount by which each well is displaced, and it must be compared with \(kT=0.02585\) eV. Define

\[
x=\frac{D}{2kT}=\frac{0.10}{2(0.02585)}=1.934 .
\]

The barrier seen from the upper well falls by \(D/2\), so escape from that well speeds up by \(e^{x}=6.92\). Escape from the lower well slows by the same factor. If the slow route is neglected, one route remains, 6.92 times faster than before. The symmetric system had two equal routes, so the estimated change in the relaxation rate is

\[
\frac{e^{x}}{2}=\frac{6.92}{2}=3.46 .
\]

The size of the dielectric response can be estimated in the same way. In classical equilibrium the static response to a weak field is proportional to the variance of the dipole moment. If the moments are \(\pm p\) and the upper well holds a fraction \(n\) of the groups, the mean moment is \(p(1-2n)\) and the variance is

\[
p^2-p^2(1-2n)^2=4p^2n(1-n).
\]

This equals \(p^2\) for equal wells. For strong asymmetry \(n\approx e^{-D/kT}=e^{-2x}\), and the variance is about \(4p^2e^{-2x}\). The strength should therefore fall by about \(e^{2x}/4=12.0\). The estimate predicts faster relaxation and a much weaker response.

## Exact solution of the rate model

### The relaxation rate

Write \(\beta=1/kT\). The barrier is \(V-D/2\) from the upper well and \(V+D/2\) from the lower well, so the escape rates are

\[
k_u=\nu e^{-\beta(V-D/2)}=\nu e^{-\beta V}e^{x},\qquad
k_l=\nu e^{-\beta(V+D/2)}=\nu e^{-\beta V}e^{-x}.
\]

Their ratio is \(k_u/k_l=e^{2x}=e^{\beta D}\), as detailed balance requires for wells that differ in energy by \(D\).

The upper well loses population at the rate \(k_un\) and gains it at the rate \(k_l(1-n)\):

\[
\frac{dn}{dt}=-k_un+k_l(1-n)=k_l-(k_u+k_l)n .
\]

Setting the derivative to zero gives the equilibrium population \(n_0=k_l/(k_u+k_l)\). Put \(n=n_0+\delta\). The constant terms cancel, because \(k_l=(k_u+k_l)n_0\), and there remains

\[
\frac{d\delta}{dt}=-G\delta,\qquad G=k_u+k_l .
\]

The deviation decays as \(e^{-Gt}\), with relaxation time \(\tau=1/G\). The two escape rates add because an excess in the upper well both increases the outflow and reduces the population available to flow back. Inserting the rates,

\[
G(D)=\nu e^{-\beta V}\left(e^{x}+e^{-x}\right)
=2\nu e^{-\beta V}\cosh x .
\]

At \(D=0\) the hyperbolic cosine is 1. With \(V\), \(\nu\) and \(T\) fixed, division gives

\[
\boxed{\frac{G(D)}{G(0)}=\cosh\frac{D}{2kT}}
\]

and for the given numbers

\[
\cosh x=\frac{6.918+0.145}{2}=3.53 .
\]

The asymmetry speeds relaxation about 3.5-fold. Neither \(V\) nor \(\nu\) affects this factor, but both set the absolute rates. The barriers are 0.35 eV from above and 0.45 eV from below, which give \(k_u=1.319\times10^7\ \mathrm{s^{-1}}\) and \(k_l=2.76\times10^5\ \mathrm{s^{-1}}\). Their sum is \(1.347\times10^7\ \mathrm{s^{-1}}\), against \(3.81\times10^6\ \mathrm{s^{-1}}\) for equal wells. The relaxation time falls from 262 ns to 74 ns.

The equal and opposite barrier changes do not cancel because the exponential is convex. In units of the symmetric escape rate, the upper well gains \(6.918-1=5.918\), while the lower well can lose no more than 1 and here loses \(1-0.145=0.855\).

Faster relaxation does not mean more frequent hopping in equilibrium. The number of downward hops per group and unit time is

\[
k_un_0=\frac{k_uk_l}{k_u+k_l}
=\frac{\nu e^{-\beta V}}{2\cosh x},
\]

which falls by the factor \(\cosh x\). An upper-well group leaves quickly, but few groups are there.

### The same asymmetry with another fixed barrier

Suppose that the barrier from the lower well is held at \(W\). The barrier from the upper well is then \(W-D\), and

\[
\frac{G(D)}{G(0)}
=\frac{\nu e^{-\beta W}(1+e^{\beta D})}{2\nu e^{-\beta W}}
=\frac{1+e^{\beta D}}{2}=24.4 .
\]

If the barrier from the upper well is held at \(W\), the lower well sees \(W+D\), and

\[
\frac{G(D)}{G(0)}=\frac{1+e^{-\beta D}}{2}=0.51 .
\]

The same 0.10 eV can thus speed relaxation 24-fold or halve its rate. The difference lies in where the saddle moves. Relative to the mean well energy, it falls by \(D/2\) in the first case and rises by \(D/2\) in the second, which multiplies \(\cosh x\) by \(e^{x}\) or \(e^{-x}\).

More generally, if the asymmetry is accompanied by a rise \(S\) of the saddle above the mean, the ratio becomes \(e^{-\beta S}\cosh x\). A rise of only 0.01 eV divides it by \(e^{0.01/0.02585}=1.47\). The 3.5-fold result therefore needs a saddle that stays fixed to well within \(kT\).

### Temperature dependence

The logarithm of the rate is

\[
\ln G=\ln(2\nu)-\beta V+\ln\cosh(\beta D/2).
\]

With \(\nu\), \(V\) and \(D\) independent of temperature, the apparent activation energy is

\[
-\frac{d\ln G}{d\beta}
=V-\frac D2\tanh\frac{\beta D}{2}=0.352\ \text{eV}.
\]

This is close to the 0.35 eV barrier of the upper well, whose escape dominates the sum. Heating reduces \(x\) and hence the effect of asymmetry: at 373 K the rate ratio is 2.47.

### The dielectric response

Subtract from both states their average dipole moment. That part does not change in a hop and so does not contribute to this relaxation. What remains is a moment \(-p\) in the upper state and \(+p\) in the lower state, along an axis at angle \(\theta\) to the applied field \(E\). The field component along the axis is \(E\cos\theta\). Define

\[
f=\beta pE\cos\theta .
\]

The energy of a moment in a field is minus their product. The upper well is therefore raised by \(pE\cos\theta\) and the lower well is lowered by the same amount. Their escape rates acquire factors \(e^{f}\) and \(e^{-f}\). The field may also shift the saddle, which multiplies both rates by a common factor \(1+\sigma\), with \(\sigma\) of first order in the field.

Let \(n=n_0+n_1\), where \(n_1\) is of first order. To this order,

\[
\begin{aligned}
\frac{dn_1}{dt}
={}&-k_u(1+f+\sigma)(n_0+n_1)\\
&+k_l(1-f+\sigma)(1-n_0-n_1)\\
={}&(1+\sigma)\left[-k_un_0+k_l(1-n_0)\right]\\
&-f\left[k_un_0+k_l(1-n_0)\right]-Gn_1 .
\end{aligned}
\]

Products of two first-order quantities have been dropped. The first bracket is the net equilibrium flux, which is zero, so the saddle shift has no first-order effect. In the second bracket the two terms are equal, and each is \(k_uk_l/G\). Hence

\[
\frac{dn_1}{dt}=-Gn_1-2f\frac{k_uk_l}{G}.
\]

For a field varying as \(e^{i\omega t}\), the derivative becomes \(i\omega n_1\), and

\[
n_1=-\frac{2f\,k_uk_l}{G(G+i\omega)}
=-2f\frac{k_uk_l}{G^2}\frac{1}{1+i\omega\tau}.
\]

From the explicit rates, \(k_uk_l=\nu^2e^{-2\beta V}\) and \(G^2=4\nu^2e^{-2\beta V}\cosh^2x\), so \(k_uk_l/G^2=1/(4\cosh^2x)\). The moment along the axis is \(p(1-2n)\), and its change is

\[
-2pn_1=\frac{\beta p^2E\cos\theta}{\cosh^2x}\,
\frac{1}{1+i\omega\tau}.
\]

Projection on the field supplies another \(\cos\theta\), and the average of \(\cos^2\theta\) over isotropic axes is \(1/3\). Multiplying by the number density \(N\) and dividing by \(\varepsilon_0E\) gives the relative permittivity

\[
\varepsilon(\omega)=\varepsilon_\infty+
\frac{\Delta\varepsilon}{1+i\omega\tau},\qquad
\Delta\varepsilon=\frac{Np^2}{3\varepsilon_0kT\cosh^2x}.
\]

Here the applied field has been taken as the field that acts on each group. With \(\varepsilon=\varepsilon'-i\varepsilon''\), the loss is

\[
\varepsilon''(\omega)=\Delta\varepsilon
\frac{\omega\tau}{1+\omega^2\tau^2}.
\]

The derivative of \(y/(1+y^2)\) is \((1-y^2)/(1+y^2)^2\), so the loss peaks at \(\omega\tau=1\), with height \(\Delta\varepsilon/2\). Asymmetry moves the peak up in frequency by \(C=\cosh x\) and lowers it by \(C^2=12.5\).

At a fixed frequency, let \(y=\omega/G(0)\). The ratio of the symmetric to the asymmetric loss is

\[
\frac{\varepsilon''_{0}}{\varepsilon''_{D}}
=C^2\,\frac{y/(1+y^2)}{(y/C)/(1+y^2/C^2)}
=C\,\frac{C^2+y^2}{1+y^2}.
\]

Since \(C>1\), this exceeds 1 at every frequency: with the saddle fixed above the mean well energy, asymmetry lowers the loss throughout the spectrum. Far below both peaks the reduction is \(C^3=44\); far above them it is \(C=3.53\), the same factor by which equilibrium hopping becomes rarer. This conclusion depends on the saddle. A saddle rise \(S\) leaves \(\Delta\varepsilon\) unchanged but multiplies \(G\) by \(e^{-\beta S}\), and far above the peaks the loss is proportional to \(\Delta\varepsilon\,G\), so it changes by \(e^{-\beta S}/\cosh x\). With the lower-well barrier fixed (\(S=-D/2\)) the high-frequency loss rises by \(e^{x}/\cosh x=1.96\); with the upper-well barrier fixed (\(S=+D/2\)) it falls 24-fold.

## Comparison of estimate and solution

The scaling estimate of the rate ratio was 3.46 and the exact value is 3.53. The neglected part is \(e^{-x}/2=0.072\). Relative to the exact result, the error is

\[
\frac{e^{-x}}{e^x+e^{-x}}=n_0=0.020,
\]

the equilibrium population of the upper well. The estimate is good to 2% here because that well is nearly empty. It fails for small asymmetry: at \(D=0\) it gives \(1/2\) instead of 1. There the appropriate expansion is \(\cosh x\approx1+x^2/2\), which has no linear term because exchanging the wells cannot change the rate. At the present \(x\) this expansion gives 2.87, so 0.10 eV is not a small asymmetry at 300 K.

For the strength, the estimated reduction of 12.0 compares with the exact 12.5, an error of 4%.

The two-state description can itself be compared with continuous motion. Consider overdamped diffusion along a dimensionless coordinate \(q\), between reflecting ends at \(q=\pm1.6\), in the potential

\[
U(q)=V(1-q^2)^2+\frac D2s(q).
\]

The odd function \(s\) is zero for \(|q|<0.4\) and \(\pm1\) for \(|q|>0.7\). Between these limits its magnitude is \(t^2(3-2t)\), with \(t=(|q|-0.4)/0.3\). The offset thus leaves the curvatures at the wells and saddle unchanged. Numerical diagonalization gives a ratio of slowest relaxation rates of 3.528, within about 0.1% of \(\cosh x\). Refining the grid from 401 to 801 points changes it by less than \(10^{-4}\). The close agreement depends on this choice of offset. A linear tilt that gives the same 0.10 eV difference between the wells raises the saddle by 1.2 meV relative to their mean and alters the curvatures, and the ratio is then 3.29.

The linear response was also compared with numerical integration of the full rate equation, for an axis along the field, \(\beta pE=0.01\) and \(\omega\tau=0.5\), 1 and 2. The common saddle factor was \(e^{0.3f}\). The largest relative difference in either response component was \(4\times10^{-5}\).

## Reading the result for a low-k film

Take \(p=0.02\ e\,\)nm, \(N=3\times10^{20}\ \mathrm{cm^{-3}}=0.3\ \mathrm{nm^{-3}}\) and \(\varepsilon_\infty=2.7\). In these units \(\varepsilon_0=0.0553\ e/(\mathrm{V\,nm})\), and for equal wells

\[
\Delta\varepsilon=
\frac{0.3(0.02)^2}{3(0.0553)(0.02585)}=0.028 .
\]

Asymmetry reduces this to 0.0022. The loss peak moves from 0.61 to 2.14 MHz, while its height falls from 0.014 to 0.0011. At 1 MHz, \(\varepsilon''\) falls from 0.0124 to 0.00086, a reduction of 14. A measurement at that frequency would thus show less loss, although the groups relax faster.

These are rough parameters for hydrogen-bonded silanol groups in a plasma-damaged porous organosilicate film, not a fit to one. The 0.40 eV barrier represents a group that must disturb a hydrogen bond to turn; a free silanol hydroxyl turns much more easily. The assumption most clearly broken in an amorphous film is that all sites are alike. With \(V\) fixed, a Gaussian spread of 0.02 eV in \(D\) about 0.10 eV raises the mean rate ratio to 3.8. It affects the loss more: relative to a film of symmetric groups, the reduction at 1 MHz drops from 14 to about 10, and with a spread of 0.05 eV to about 5, because the less asymmetric groups contribute more than their share of the loss. These groups are also the slower ones, so the loss peak moves down from 2.14 MHz to about 1.7 MHz and 0.9 MHz for the two spreads, even though the mean rate rises. The 14-fold figure therefore belongs to identical sites. A spread in \(V\) that is independent of \(D\) multiplies the mean rates with and without asymmetry equally, but it broadens the loss peak. If \(V\) and \(D\) are correlated, the saddle-shift factor derived above enters the ratio.

Equal attempt frequencies are a separate assumption. If \(\nu\) is 20% higher in the upper well alone, the ratio is \((1.2e^x+e^{-x})/2=4.2\), relative to the original symmetric system.

A strong steady field also changes the asymmetry. At 1 MV/cm, the Lorentz estimate multiplies the field by \((\varepsilon_\infty+2)/3=1.57\), so that \(p\) times the local field is 3.1 meV. For an axis along the field and an unshifted saddle, the ratio to the zero-field symmetric rate becomes 4.0 or 3.1, according to the field direction. The same local-field estimate would raise \(\Delta\varepsilon\) by \(1.57^2=2.5\), with or without asymmetry: one factor comes from the stronger field on each group, the other from the polarization that the group's own moment induces in the background. The dipole-dipole energy scale, screened by the background, is \(p^2/(4\pi\varepsilon_0\varepsilon_\infty r^3)\). At the mean spacing \(r=N^{-1/3}=1.5\) nm it is 0.06 meV, far below \(kT\); clustered groups would interact more strongly.

Quantum motion can be sized by taking the barrier frequency equal to \(\nu\), with \(u=h\nu/kT=1.60\). A parabolic barrier transmits with probability \(1/(1+e^{-2\pi\beta\epsilon/u})\) at energy \(\epsilon\) from its top. Put \(a=u/2\pi\) and \(z=e^{-\beta\epsilon/a}\). The thermal average, relative to classical passage, is

\[
\int_{-\infty}^{\infty}\frac{\beta e^{-\beta\epsilon}\,d\epsilon}{1+e^{-\beta\epsilon/a}}
=a\int_0^\infty\frac{z^{a-1}}{1+z}\,dz
=\frac{\pi a}{\sin\pi a}=1.12 .
\]

The integral converges for \(a<1\), that is, above 76 K. Replacing the classical well partition function \(1/u\) by the harmonic quantum one, \(1/[2\sinh(u/2)]\), multiplies the rate by a further \(2\sinh(u/2)/u=1.11\). Together they raise the absolute rates by about 24%. With equal curvatures in the two wells this factor is common to both directions, so in this estimate it cancels from the 3.5-fold ratio.

The classical rate law also needs a deep upper well. Here its barrier is \(0.35/0.02585=13.5\) times \(kT\). As \(D\) approaches \(2V\) that barrier vanishes, and the growth of the rate as \(\cosh x\) can no longer be trusted. The main computed values are collected in the numerical output below.

## Numbers as computed

```
temperature: 300 K; kT: 0.025852 eV
well asymmetry D: 0.10 eV
barrier above mean well energy V: 0.40 eV
attempt frequency nu: 1.0e+13 1/s
half difference dipole p: 0.020 e nm
dipole density N: 3.0e+20 1/cm3
background permittivity: 2.70
D/(2kT): 1.93409
exp(+D/2kT), exp(-D/2kT): 6.91772, 0.14456
rate ratio, mean-referenced barrier: 3.53114
rate ratio, lower-well barrier fixed: 24.4274
rate ratio, upper-well barrier fixed: 0.5104
rate ratio, continuous double well: 3.52755
its shift from 401 to 801 points: -5.45e-06
barriers from upper, lower well: 0.35, 0.45 eV
escape from upper well: 1.3190e+07 1/s
escape from lower well: 2.7563e+05 1/s
relaxation rate, D=0: 3.8135e+06 1/s
relaxation rate, D=0.10 eV: 1.3466e+07 1/s
relaxation time, D=0: 262.23 ns
relaxation time, D=0.10 eV: 74.26 ns
apparent activation energy, D=0.10 eV: 0.35205 eV
loss-peak frequency, D=0: 0.6069 MHz
loss-peak frequency, D=0.10 eV: 2.1432 MHz
Debye strength, D=0: 0.02800
Debye strength, D=0.10 eV: 0.002245
strength and peak-loss reduction: 12.4689
peak loss, D=0: 0.01400
peak loss, D=0.10 eV: 0.001123
loss at 1 MHz, D=0: 0.01242
loss at 1 MHz, D=0.10 eV: 0.000860
loss reduction at 1 MHz: 14.434
loss reduction far below peaks: 44.030
loss reduction far above peaks: 3.5311
largest driven-response relative error: 3.51e-05
rate ratio at 373 K: 2.4744
rate ratio, upper-well nu 20% higher: 4.2229
mean rate ratio, 0.02 eV Gaussian spread: 3.8054
Lorentz local-field factor: 1.5667
strength factor from local field: 2.4544
p times local field at 1 MV/cm: 3.133 meV
rate ratio, field raises asymmetry: 3.9686
rate ratio, field lowers asymmetry: 3.1456
mean dipole spacing: 1.494 nm
dipole-dipole energy scale: 0.0640 meV
h nu/kT: 1.5997
barrier tunnelling factor: 1.1152
well quantization factor: 1.1101
combined quantum rate factor: 1.2379
tunnelling crossover temperature: 76.4 K
```
